# Lowest total free energy does not fix the hafnia phase formed

Suppose the phase of a small hafnia grain is read from a plot of total free energy against grain size. At a radius of 3 nm the plot may put the polar orthorhombic phase lowest, and a ferroelectric capacitor is expected. If the grain starts out tetragonal, and the monoclinic phase nucleates first and then persists, the grain is monoclinic and contributes no switchable polarization. The plot may be entirely correct. It answers a question about equilibrium, while the film was made in a finite time.

The counter-example below uses round model parameters, not measured properties of hafnia. It shows what can happen, not what every film does.

## The model and its free energies

Let T, O and M denote the tetragonal, polar orthorhombic and monoclinic phases. A spherical grain of radius $R$ is quenched as T to 550 K, where $kT=0.0474$ eV, before anything has nucleated. For a product $i$ = O or M, define

- $D_i=g_T-g_i$, the bulk driving force, with $g$ the free energy per volume;
- $G_i=\gamma_i-\gamma_T$, the excess energy of the grain's outer surface;
- $s_i$, the energy per area of the internal T/$i$ interface.

Interfaces are sharp and isotropic. Elastic strain, depolarization fields and defects are left out. The first omission is not small for hafnia. In a coherent spherical inclusion with a shear modulus of 100 GPa, a 3.5% volume change costs about 50 MJ/m³ and an untwinned shear of 0.16 costs several hundred, comparable with or larger than the driving forces used below. The barriers computed here are therefore not barriers of hafnia. Converting the whole grain changes its free energy by volume times $-D_i$ plus surface area times $G_i$:

$$F_i-F_T=-\frac{4\pi}{3}R^3D_i+4\pi R^2G_i .$$

Setting $F_O=F_M$ gives $\frac{4\pi}{3}R^3(D_M-D_O)=4\pi R^2(G_M-G_O)$. Division by $4\pi R^2/3$ leaves

$$R_{OM}=\frac{3(G_M-G_O)}{D_M-D_O}.$$

Take $D_O=180$ and $D_M=200$ MJ/m³, $G_O=20$ and $G_M=50$ mJ/m². Then

$$R_{OM}=\frac{3\times 0.030\ \mathrm{J/m^2}}{20\times10^{6}\ \mathrm{J/m^3}}=4.5\ \mathrm{nm}.$$

Of these two phases, M is lower in large grains through its bulk term, and O is lower below 4.5 nm through its cheaper surface. By the same algebra T equals O at 0.33 nm and M at 0.75 nm, so T has the highest free energy of the three at both radii used here, and survives only while nucleation barriers protect it:

- At $R=3$ nm, $F_O-F_T=-112.9$ eV and $F_M-F_T=-105.9$ eV, so O is lowest.
- At $R=6$ nm, the values are $-960.0$ eV and $-988.3$ eV, so M is lowest.

The interface energies $s_i$ appear nowhere in these results, because a grain made of one phase has no internal interface.

## The barriers

**Nucleus in the interior.** A sphere of product of radius $r$ costs

$$W(r)=-\frac{4\pi}{3}r^3D_i+4\pi r^2s_i .$$

Its derivative, $-4\pi r^2D_i+8\pi rs_i$, vanishes at $r_i^*=2s_i/D_i$. Since $D_i=2s_i/r_i^*$, the first term of $W$ there equals $-\frac{8\pi}{3}r_i^{*2}s_i$, and

$$W_i^*=\frac{4\pi}{3}r_i^{*2}s_i=\frac{16\pi s_i^3}{3D_i^2}.$$

The outer surface is untouched, so $G_i$ is absent.

**Nucleus on the grain surface.** Let the nucleus be the overlap of the grain with a sphere of radius $r$ whose centre lies a distance $d$ from the grain centre. Its energy is

$$W=-D_iV+s_iA_{\rm int}+G_iA_{\rm wall}.$$

To find the critical shape, move the internal interface outward by $\delta n$, and the contact line outward along the wall by $\delta\ell$. The volume grows by $\int\delta n\,dA$. The interface area grows by $\int(2/r)\delta n\,dA$ from its curvature, and by $\cos\theta\,\delta\ell$ per length of contact line, where $\theta$ is the contact angle measured inside the nucleus. The wall area grows by $\delta\ell$ per length. Hence

$$\delta W=\int\left(\frac{2s_i}{r}-D_i\right)\delta n\,dA+\oint(s_i\cos\theta+G_i)\,\delta\ell\,dl .$$

Both brackets must vanish, so $r=2s_i/D_i$ as before and $\cos\theta=-G_i/s_i$. This requires $|G_i|<s_i$, which holds throughout. At the contact line, the radii drawn from the two centres meet at the angle $\pi-\theta$, whose cosine is $G_i/s_i$. The law of cosines gives

$$d^2=R^2+r^2-2Rr\,\frac{G_i}{s_i}.$$

The areas and volume follow from two spherical caps. On the axis through the centres, with the origin at the grain centre, the contact circle lies at the $x$ where $R^2-x^2=r^2-(x-d)^2$, so $x=(d^2+R^2-r^2)/(2d)$. The cap heights are $H=R-x$ and $h=x-d+r$. Therefore

$$A_{\rm wall}=2\pi RH,\qquad A_{\rm int}=2\pi rh,$$

$$V=\frac{\pi}{3}\left[H^2(3R-H)+h^2(3r-h)\right].$$

Inserting these into $W$ gives the wall barrier. At every such point used here, second derivatives of $W$ in $(r,d)$, taken by finite differences, have a negative determinant. The point is thus a saddle, with one downhill direction.

The large-grain limit shows what the wall does. Write $c=\cos\theta=-G_i/s_i$. On a flat wall $V=\frac{\pi}{3}r^3(1-c)^2(2+c)$, $A_{\rm int}=2\pi r^2(1-c)$ and $A_{\rm wall}=\pi r^2(1-c^2)$. With $G_i=-s_ic$, the two surface terms sum to

$$\pi r^2s_i\,[2(1-c)-c(1-c^2)]=\pi r^2s_i\,(2-3c+c^3).$$

The volume contains the same polynomial, since $(1-c)^2(2+c)=2-3c+c^3$. With $D_i=2s_i/r$ the volume term is $-\frac23$ of the surface terms. One third remains, and division by $W_i^*=\frac{4\pi}{3}r^2s_i$ gives

$$\frac{W_{\rm wall}}{W_i^*}\to\frac{2-3c+c^3}{4}.$$

On a flat wall, surface energy therefore affects nucleation through a contact angle, not through the whole-grain sum. In a small grain the curvature of the wall matters too. For O in set A, defined below, the ratio is 0.65 on a flat wall, 0.58 at $R=6$ nm and 0.51 at $R=3$ nm, all with the same contact angle.

## One free-energy plot, two outcomes

Keep every $D_i$ and $G_i$ fixed, and choose two sets of interface energies:

- Set A: $s_O=100$, $s_M=120$ mJ/m².
- Set B: $s_O=120$, $s_M=100$ mJ/m².

For O in set A, $r^*=2(0.100)/(1.80\times10^8)$ m $=1.11$ nm, and the interior barrier is 3.23 eV. At $R=6$ nm the wall lowers it to 1.875 eV.

With attempt frequency $\nu=10^{13}$ s⁻¹ and site density $n=30$ nm⁻³, the conversion rate of a grain is taken as

$$k_i=\nu\left[n\frac{4\pi}{3}R^3e^{-W_i^*/kT}+n^{2/3}4\pi R^2e^{-W_{\rm wall}/kT}\right].$$

One nucleation event is assumed to convert the grain, and both products share the same $\nu$ and $n$. The first assumption requires fast growth. With the O/M interface energy used below, the other product can nucleate on a flat advancing front over only 0.93 eV (set A) or 1.15 eV (set B), that is within about $10^{-7}$ or $10^{-5}$ s on 30 nm² of front. A slower front could leave a mixed grain. For the case just described the wall term dominates:

$$k_O\approx10^{13}\times30^{2/3}\times4\pi(6)^2\,e^{-1.875/0.0474}\ \mathrm{s^{-1}}\approx0.3\ \mathrm{s^{-1}}.$$

The four cases are as follows, with wall barriers in eV.

| $R$ (nm) | Set | O barrier | M barrier | Lowest $F$ | Forms |
|---|---|---|---|---|---|
| 3 | A | 1.65 | 3.02 | O | O |
| 3 | B | 2.56 | 1.97 | O | M |
| 6 | A | 1.88 | 3.33 | M | O |
| 6 | B | 3.02 | 2.10 | M | M |

The fifth column follows the radius; the sixth follows the interface energies. In the second row, small size has made O the lowest phase, yet M forms, at about $10^{-2}$ s⁻¹ against $4\times10^{-8}$ s⁻¹ for O. In the third row M is lowest by 28.2 eV, yet O forms. In each row, more than 99.9% of the grains have become the listed phase after one hour. This holds for the chosen values only: at 3 nm, raising $s_M$ in set B by 10% leaves 99.9% of the grains in T after one hour, and $s_O=108$, $s_M=110$ mJ/m² gives O instead of M. The agreement in the first and last rows comes from the chosen interface energies and is no evidence that free energy made the selection.

The misplaced phase must also survive. Let the O/M interface energy be 50 mJ/m². The wall construction applies again, with O as parent, driving force $D_M-D_O=20$ MJ/m³ and surface excess $G_M-G_O=30$ mJ/m². At 6 nm the barrier from O to M is 21.2 eV. At 3 nm the conversion runs from M to O over the same kind of saddle. Since M lies 7.06 eV above O, the barrier seen from M is the saddle height above O less 7.06 eV, which leaves 4.44 eV. With the wall prefactor above, even this smaller barrier gives a lifetime near $10^{25}$ s. Such a figure means that this route is closed during the hold for these parameters only. If the O/M interface energy is below about 39 mJ/m², M at 3 nm turns into O within the hour. The survival of O at 6 nm rests on the small gap $D_M-D_O=20$ MJ/m³, about 4 meV per formula unit and well below the tens of meV calculated for undoped hafnia. At 70 MJ/m³ the lifetime of O is about $10^4$ s, and at 100 MJ/m³ it is below a microsecond. Nor does the figure predict a real film's lifetime, since defects or moving grain boundaries may open other routes.

## The correct general statement

**Statement.** The functions $F_i(R)$ alone do not determine which phase forms. Let T convert to O and M at constant rates $k_O$ and $k_M$, with return to T negligible. Let $j$ be one product and $i$ the other, and let $\kappa$ be the rate of later conversion from $j$ to $i$. After a time $t$, the fraction of grains in $j$ satisfies

$$p_j(t)\ \ge\ \frac{k_j}{k_O+k_M}\left[1-e^{-(k_O+k_M)t}\right]e^{-\kappa t}.$$

Thus $j$ is found almost everywhere if $k_j\gg k_i$, $k_jt\gg1$ and $\kappa t\ll1$, whether or not $F_j$ is lowest.

**Proof.** For the first sentence, sets A and B have identical $F_i(R)$ but give different products at the same radius. No rule whose input is $F_i(R)$ alone can return both answers.

For the inequality, the unconverted fraction obeys $\dot p_T=-(k_O+k_M)p_T$ with $p_T(0)=1$, so $p_T=e^{-(k_O+k_M)t}$. Grains enter $j$ directly from T at the rate $k_jp_T$. The fraction that has done so by time $t$ is

$$\int_0^tk_je^{-(k_O+k_M)u}\,du=\frac{k_j}{k_O+k_M}\left[1-e^{-(k_O+k_M)t}\right].$$

A grain that entered at time $u$ is still in $j$ at time $t$ with probability at least $e^{-\kappa(t-u)}$, which is no smaller than $e^{-\kappa t}$. Grains reaching $j$ from $i$ can only add to $p_j$. This proves the bound. $\square$

## When the smaller barrier decides, and when it does not

If one route dominates for each product, write $k_i=Z_ie^{-B_i/kT}$. Taking the logarithm of $k_j>k_i$ gives

$$B_i-B_j>kT\ln\frac{Z_i}{Z_j}.$$

A smaller barrier wins unless the competing phase has enough extra sites or a sufficiently higher attempt frequency.

The barrier must also belong to the route actually taken. Equating the interior barriers gives $s_M/s_O=(D_M/D_O)^{2/3}$, so with $s_O=100$ mJ/m² M would be favoured up to $s_M=107.3$ mJ/m². Solving numerically for equal total rates at 6 nm moves the changeover to 95.6 mJ/m². At $s_M=s_O=100$ mJ/m², M has the lower interior barrier, 2.61 against 3.23 eV, but O has the lower wall barrier, 1.88 against 2.10 eV, and O forms faster. The changeover is sharp: with $s_M$ only 1% above equality, 73% of grains first become O. An interface energy known to 10% could not settle such a close contest.

Time sets another limit. If all conversions are possible and obey detailed balance, the Boltzmann distribution is stationary, because each pair of opposite flows cancels. In a finite connected set of states it is also the unique long-time limit. Consider three states T, O and M at 0, $-6$ and $-9$ $kT$, with saddles at 5 (T–O), 12 (T–M) and 8 $kT$ (O–M), and with each rate equal to $e^{-\text{barrier}/kT}$ per attempt time. Starting from T, the matrix exponential of the rate equations gives 99% O after $3\times10^3$ attempt times, but 95% M after $10^9$. The free-energy ranking is recovered once the barriers can be crossed.

The quench must outrun nucleation at every temperature it crosses. At 550 K the first nucleation takes about 0.1 s in the fastest case here, but with the same $D_i$, $G_i$ and $s_i$ it would take about $7\times10^{-5}$ s at 700 K. The true limit depends on how the driving forces fall with temperature. During slower cooling the rates change with temperature, and a phase may nucleate before the hold begins. The critical radii for nuclei forming in T, 1.0 to 1.3 nm, also strain the sharp-interface picture, so the individual rates are model values. The logical result does not depend on their precision: a free-energy plot needs barriers, prefactors and a time before it can predict the phase formed.
